# Direction-dependent ρ₀λ for a spheroidal Fermi surface and hexagonal metals: a program that tests the result

```python
"""Directional resistivity scaling product of a metal with a spheroidal Fermi surface.

Result under test, for film normal n and current direction t (unit vectors):
    P(t,n) = hbar/(N e^2) * sum(t_i^2 k_i^2) * sqrt(sum(n_i^2/k_i^2)),
    rho_film = rho_tt * F(d/lambda_n, p),   P = rho_tt * lambda_n.
k_i: Fermi semi-axes (k_a, k_a, k_c); N: electron density; d: thickness;
p: specular fraction; F: Fuchs-Sondheimer ratio; lambda_n: relaxation time
multiplied by the largest velocity along n.  In thick films
    rho_film = rho_tt + (3/8)(1-p) P/d.
The numerical side integrates over the Fermi surface in the original k space.
"""
import numpy as np
from scipy.constants import hbar, e, m_e, pi
from scipy.integrate import quad

PREF = 4 * pi**3 * hbar / e**2
UNIT = 1e-16          # ohm m^2, printing unit of the products
X, Y, Z = np.eye(3)

# Directions on the unit sphere and their solid-angle weights
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(300)
n_phi = 600
phi = (np.arange(n_phi) + 0.5) * 2 * pi / n_phi
C, PHI = np.meshgrid(cos_nodes, phi, indexing="ij")
S = np.sqrt(1 - C**2)
OMEGA = np.stack([S * np.cos(PHI), S * np.sin(PHI), C], axis=-1).reshape(-1, 3)
D_OMEGA = np.repeat(cos_weights, n_phi) * 2 * pi / n_phi


def sample_surface(energy, e_fermi):
    """k points, velocities and weights dS/|v| for an energy of degree two in k."""
    radius = np.sqrt(e_fermi / energy(OMEGA))
    k = radius[:, None] * OMEGA
    step = 1e-4 * radius.mean()
    v = np.stack([(energy(k + step * ax) - energy(k - step * ax))
                  / (2 * step * hbar) for ax in (X, Y, Z)], axis=-1)
    weight = radius**2 * D_OMEGA / np.sum(v * OMEGA, axis=1)
    return k, v, weight


def conductivity(v, weight, tau):
    return (v * (weight * tau)[:, None]).T @ v / PREF


def slope_product(v, weight, tau, t, n):
    """Thick-film product for geometries fixed by mirror symmetry."""
    vt2, vn = (v @ t)**2, np.abs(v @ n)
    return (8 / 3 * PREF * np.sum(weight * tau**2 * vt2 * vn)
            / np.sum(weight * tau * vt2)**2)


def film_solution(k, v, weight, tau, inv_mass, energy, t, n, d, p):
    """Solve the film Boltzmann equation; the field drives unit bulk current on t."""
    field = np.linalg.inv(conductivity(v, weight, tau)) @ t
    vn = v @ n
    shift = 2 * vn / (hbar * (n @ inv_mass @ n))
    k_mirror = k - shift[:, None] * n
    assert np.allclose(energy(k_mirror), energy(k), rtol=1e-8)
    v_mirror = hbar * k_mirror @ inv_mass
    g = tau * (v @ field)
    g_mirror = tau * (v_mirror @ field)
    x = tau * np.abs(vn) / d
    decay = np.exp(-1 / x)
    amp = (p * g_mirror - g + p * decay * (p * g - g_mirror)) / (1 - (p * decay)**2)
    mean_current = (weight * (g + amp * x * (1 - decay))) @ v / PREF
    local = []
    for z in (0.1, 0.5, 0.8):
        distance = np.where(vn > 0, z, 1 - z)
        local.append((weight * (g + amp * np.exp(-distance / x))) @ v / PREF)
    return (field @ t) / (mean_current @ t), mean_current, np.array(local)


def fs_ratio(kappa, p):
    def integrand(c):
        q = np.exp(-kappa / c)
        return (c - c**3) * (1 - q) / (1 - p * q)
    return 1 / (1 - 1.5 * (1 - p) / kappa * quad(integrand, 0, 1)[0])


def product_formula(axes, t, n):
    density = np.prod(axes) / (3 * pi**2)
    return (hbar / (density * e**2) * np.sum(t**2 * axes**2)
            * np.sqrt(np.sum(n**2 / axes**2)))


def transport_only_formula(ka, kc):
    """Constant mean free path, no surface normal: products for t=a and t=c."""
    eta = kc / ka
    beta = eta**2 - 1
    root = np.sqrt(abs(beta))
    L = (np.arcsin(root / eta) if beta > 0 else np.arcsinh(root / eta)) / root
    Q = (eta**2 * L - 1) / (2 * beta)
    return PREF / (2 * pi * kc**2 * (L - Q)), PREF / (4 * pi * ka**2 * Q)


def close(a, b, tol):
    return abs(a / b - 1) < tol


k_a, k_c, m_a, tau0 = 12e9, 15e9, m_e, 10e-15
d_film = 20e-9
e_fermi = (hbar * k_a)**2 / (2 * m_a)
PAIRS = {"t=a, n=a'": (X, Y), "t=a, n=c": (X, Z), "t=c, n=a": (Z, X)}
angle = pi / 4
n_tilt = np.array([np.sin(angle), 0, np.cos(angle)])
t_tilt = np.array([np.cos(angle), 0, -np.sin(angle)])
# A general orientation: current direction not in the plane of n and the c axis
t_general = np.cos(0.6) * t_tilt + np.sin(0.6) * Y

const_path = {}
# Quadrature error from the kink of |v_n| is of order 1e-5; tolerances are 2e-4
for kc_test in (9.6e9, k_c):              # oblate, then prolate (the example)
    axes = np.array([k_a, k_a, kc_test])
    masses = hbar**2 * axes**2 / (2 * e_fermi)
    inv_mass = np.diag(1 / masses)

    def energy(k, masses=masses):
        return hbar**2 / 2 * np.sum(k**2 / masses, axis=-1)

    k, v, w = sample_surface(energy, e_fermi)
    tau = np.full(len(w), tau0)
    density = np.prod(axes) / (3 * pi**2)
    volume = np.sum(D_OMEGA * np.linalg.norm(k, axis=1)**3) / 3
    assert close(volume / (4 * pi**3), density, 1e-6)
    sigma = conductivity(v, w, tau)
    assert np.allclose(sigma, density * e**2 * tau0 * inv_mass,
                       rtol=1e-6, atol=1e-6 * sigma.max())

    for t, n in PAIRS.values():
        assert close(slope_product(v, w, tau, t, n), product_formula(axes, t, n), 2e-4)

    # Complete film solution against the mapped result, any thickness and tilt
    for t, n in list(PAIRS.values()) + [(t_tilt, n_tilt), (t_general, n_tilt)]:
        rho_tt = np.sum(t**2 * masses) / (density * e**2 * tau0)
        lam_n = tau0 * np.sqrt(2 * e_fermi * (n @ inv_mass @ n))
        assert close(rho_tt * lam_n, product_formula(axes, t, n), 1e-10)
        for d, p in ((d_film, 0.0), (5e-9, 0.4)):
            rho, mean_j, local_j = film_solution(
                k, v, w, tau, inv_mass, energy, t, n, d, p)
            assert close(rho, rho_tt * fs_ratio(d / lam_n, p), 2e-4)
            side = np.cross(n, t)
            assert abs(mean_j @ side) < 2e-4 and abs(mean_j @ n) < 2e-4
            assert np.max(np.abs(local_j @ n)) < 2e-4
            assert np.max(np.abs(local_j @ side)) < 2e-4

    # Constant mean free path instead of constant relaxation time
    path = 10e-9
    speed = np.linalg.norm(v, axis=1)
    tau_path = path / speed
    only_a, only_c = transport_only_formula(k_a, kc_test)
    for t, value in ((X, only_a), (Z, only_c)):
        assert close(PREF / np.sum(w * (v @ t)**2 / speed), value, 1e-5)
    d_thick, p = 20e-6, 0.2
    for label, (t, n) in PAIRS.items():
        P_path = slope_product(v, w, tau_path, t, n)
        rho_bulk = 1 / (t @ conductivity(v, w, tau_path) @ t)
        rho = film_solution(k, v, w, tau_path, inv_mass, energy, t, n, d_thick, p)[0]
        slope = (rho - rho_bulk) * d_thick * 8 / (3 * (1 - p))
        assert close(slope, P_path, 1e-3)   # second order in path/d remains
        const_path[label] = P_path
    assert abs(const_path["t=a, n=a'"] / const_path["t=a, n=c"] - 1) > 0.01

# Symmetry claims on warped surfaces, constant relaxation time
warp_hex, warp_cubic = 0.10, 0.30
scale = hbar**2 / (2 * m_e)


def energy_hex(k):
    k2 = np.sum(k**2, axis=-1)
    six = ((k[..., 0] + 1j * k[..., 1])**6).real
    return scale * (k[..., 0]**2 + k[..., 1]**2 + (k_a / k_c)**2 * k[..., 2]**2
                    + warp_hex * six / k2**2)


def energy_cubic(k):
    k2 = np.sum(k**2, axis=-1)
    return scale * (k2 + warp_cubic * np.sum(k**4, axis=-1) / k2)


_, vh, wh = sample_surface(energy_hex, e_fermi)
ones = np.ones(len(wh))
in_plane = [slope_product(vh, wh, ones, np.array([np.cos(a), np.sin(a), 0]), Z)
            for a in (0, 0.3, pi / 6, 1.1)]
assert np.ptp(in_plane) / np.mean(in_plane) < 1e-6
n30 = np.array([np.cos(pi / 6), np.sin(pi / 6), 0])
t30 = np.cross(Z, n30)
hex_0 = slope_product(vh, wh, ones, Y, X)
hex_30 = slope_product(vh, wh, ones, t30, n30)
hex_c = slope_product(vh, wh, ones, Z, X)
assert abs(hex_0 / hex_30 - 1) > 5e-3
assert abs(hex_c / hex_0 - 1) > 5e-3

_, vc, wc = sample_surface(energy_cubic, e_fermi)
sig_c = conductivity(vc, wc, ones)
assert np.allclose(sig_c / sig_c[0, 0], np.eye(3), atol=1e-6)
n110 = (X + Y) / np.sqrt(2)
t110 = (X - Y) / np.sqrt(2)
cubic = [slope_product(vc, wc, ones, t, n)
         for t, n in ((X, Z), (Z, n110), (t110, n110))]
assert np.ptp(cubic) / np.mean(cubic) > 5e-3

# Worked example: variables of the prolate case remain from the loop above
eta = k_c / k_a
P0 = 3 * pi**2 * hbar / (e**2 * k_a**2)
print(f"k_a = {k_a/1e9:.1f} nm^-1, k_c = {k_c/1e9:.1f} nm^-1, eta = {eta:.3f}")
print(f"m_a = {masses[0]/m_e:.4f} m_e, m_c = {masses[2]/m_e:.4f} m_e")
print(f"relaxation time = {tau0*1e15:.1f} fs, Fermi energy = {e_fermi/e:.3f} eV")
print(f"electron density = {density/1e28:.4f} x 10^28 m^-3")
rho_axis = masses / (density * e**2 * tau0)
lam_axis = tau0 * np.sqrt(2 * e_fermi / masses)
print(f"bulk rho_a = {rho_axis[0]*1e8:.3f}, rho_c = {rho_axis[2]*1e8:.3f} microohm cm")
print(f"lambda_n: n=a {lam_axis[0]*1e9:.3f} nm, n=c {lam_axis[2]*1e9:.3f} nm")
print(f"P_0 = {P0/UNIT:.3f} x 10^-16 ohm m^2")
print("Constant relaxation time, P in 10^-16 ohm m^2:")
for label, (t, n) in PAIRS.items():
    P = product_formula(axes, t, n)
    print(f"  {label}: P = {P/UNIT:.3f}, P/P_0 = {P/P0:.4f}")
P_tilt = product_formula(axes, t_tilt, n_tilt)
rho_tilt = np.sum(t_tilt**2 * masses) / (density * e**2 * tau0)
lam_tilt = tau0 * np.sqrt(2 * e_fermi * (n_tilt @ inv_mass @ n_tilt))
inv_sigma_tilt = 1 / (t_tilt @ sigma @ t_tilt)
print(f"Tilted film, n at {np.degrees(angle):.0f} deg from c, t in the n-c plane:")
print(f"  P = {P_tilt/UNIT:.3f} x 10^-16 ohm m^2, lambda_n = {lam_tilt*1e9:.3f} nm")
print(f"  rho_tt = {rho_tilt*1e8:.3f}, 1/sigma_tt = {inv_sigma_tilt*1e8:.3f} microohm cm")
print(f"Film d = {d_film*1e9:.0f} nm, p = 0, resistivity in microohm cm:")
for label, (t, n) in PAIRS.items():
    r0, lam = t @ rho_axis, n @ lam_axis
    full = r0 * fs_ratio(d_film / lam, 0.0)
    linear = r0 + 3 / 8 * product_formula(axes, t, n) / d_film
    print(f"  {label}: full {full*1e8:.3f}, linear {linear*1e8:.3f}")
print("Constant mean free path, products in 10^-16 ohm m^2:")
print(f"  transport only: t=a {only_a/UNIT:.3f}, t=c {only_c/UNIT:.3f}")
for label, value in const_path.items():
    print(f"  film slope {label}: {value/UNIT:.3f}")
print(f"Hexagonal warped model, warping {warp_hex:.2f}, P in 10^-16 ohm m^2:")
print(f"  n=c, any in-plane t: {np.mean(in_plane)/UNIT:.3f}")
print(f"  n basal at 0 deg: t basal {hex_0/UNIT:.3f}, t=c {hex_c/UNIT:.3f}")
print(f"  n basal at 30 deg: t basal {hex_30/UNIT:.3f}")
print(f"Cubic warped model, warping {warp_cubic:.2f}, P in 10^-16 ohm m^2:")
print(f"  n=[001], t=[100]: {cubic[0]/UNIT:.3f}")
print(f"  n=[110], t=[001]: {cubic[1]/UNIT:.3f}")
print(f"  n=[110], t=[1-10]: {cubic[2]/UNIT:.3f}")
print("success")
```

It prints:

```
k_a = 12.0 nm^-1, k_c = 15.0 nm^-1, eta = 1.250
m_a = 1.0000 m_e, m_c = 1.5625 m_e
relaxation time = 10.0 fs, Fermi energy = 5.486 eV
electron density = 7.2951 x 10^28 m^-3
bulk rho_a = 4.864, rho_c = 7.601 microohm cm
lambda_n: n=a 13.892 nm, n=c 11.114 nm
P_0 = 8.447 x 10^-16 ohm m^2
Constant relaxation time, P in 10^-16 ohm m^2:
  t=a, n=a': P = 6.758, P/P_0 = 0.8000
  t=a, n=c: P = 5.406, P/P_0 = 0.6400
  t=c, n=a: P = 10.559, P/P_0 = 1.2500
Tilted film, n at 45 deg from c, t in the n-c plane:
  P = 7.841 x 10^-16 ohm m^2, lambda_n = 12.580 nm
  rho_tt = 6.233, 1/sigma_tt = 5.932 microohm cm
Film d = 20 nm, p = 0, resistivity in microohm cm:
  t=a, n=a': full 6.398, linear 6.132
  t=a, n=c: full 6.070, linear 5.878
  t=c, n=a: full 9.997, linear 9.581
Constant mean free path, products in 10^-16 ohm m^2:
  transport only: t=a 6.491, t=c 9.300
  film slope t=a, n=a': 6.672
  film slope t=a, n=c: 5.726
  film slope t=c, n=a: 10.112
Hexagonal warped model, warping 0.10, P in 10^-16 ohm m^2:
  n=c, any in-plane t: 5.243
  n basal at 0 deg: t basal 7.326, t=c 10.594
  n basal at 30 deg: t basal 5.809
Cubic warped model, warping 0.30, P in 10^-16 ohm m^2:
  n=[001], t=[100]: 8.348
  n=[110], t=[001]: 8.589
  n=[110], t=[1-10]: 11.776
success
```
